\section*{Two-Photon Absorption Rates for One Beam and for Two Beams, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the dipole interaction to the two rates}

\subsection{Definitions and conventions}

An atom has stationary states $|j\rangle$ with energies $E_j$. It starts in $|g\rangle$ and is excited to $|f\rangle$ by absorbing two photons. We write $\omega_{jl}=(E_j-E_l)/\hbar$ and let $\mathbf d$ be the electric dipole operator. Light beams are labelled by $k=1,2$. Beam $k$ has positive angular frequency $\omega_k$, real linear polarization vector $\mathbf e_k$ and cycle-averaged intensity $I_k$. SI units are used.

The two-photon amplitude is defined by
\begin{equation}
\begin{split}
M(1,2)=\sum_j\Big[&\frac{\langle f|\mathbf d\cdot\mathbf e_2|j\rangle\langle j|\mathbf d\cdot\mathbf e_1|g\rangle}{E_j-E_g-\hbar\omega_1}\\
&+\frac{\langle f|\mathbf d\cdot\mathbf e_1|j\rangle\langle j|\mathbf d\cdot\mathbf e_2|g\rangle}{E_j-E_g-\hbar\omega_2}\Big].
\end{split}
\label{eq:M}
\end{equation}
The sum includes an integral over continuum states where the atom has them. In the first term the photon of beam 1 is absorbed first; in the second term the photon of beam 2 is absorbed first. Exchanging the labels exchanges the terms, so $M(1,2)=M(2,1)$. The unit of $M$ is that of a squared dipole moment divided by an energy.

For a single beam of frequency $\omega$ and polarization $\mathbf e$ we define the sum with one ordering,
\begin{equation}
S(\omega)=\sum_j\frac{\langle f|\mathbf d\cdot\mathbf e|j\rangle\langle j|\mathbf d\cdot\mathbf e|g\rangle}{E_j-E_g-\hbar\omega}.
\label{eq:S}
\end{equation}
Setting both beams equal in \eqref{eq:M} makes its two terms identical, so
\begin{equation}
M(1,1)=2S(\omega).
\label{eq:M2S}
\end{equation}
The factor of two in this identity is the source of the difference between one beam and two.

The transition $g\to f$ is not infinitely sharp. Its frequencies are distributed over an ensemble of atoms with a density $g(\omega)$ per unit angular frequency, normalized by $\int g(\omega)\,d\omega=1$. The argument distinguishes this profile from the state label $g$. A rate $W$ means the number of excitation events per atom and unit time. It does not mean the number of photons lost, which is twice as large.

\subsection{The field and its amplitude}

The wavelength is taken to be long compared with the atom, which sits at position $\mathbf R$. The Hamiltonian is
\begin{equation}
H=H_{\rm atom}+\sum_k\hbar\omega_k a_k^\dagger a_k-\mathbf d\cdot\mathbf E(\mathbf R),
\label{eq:H}
\end{equation}
where $a_k$ removes one photon from mode $k$, and the constant zero-point energy has been dropped. In a quantization volume $V$ the field operator is
\begin{equation}
\mathbf E(\mathbf R)=\sum_k i\mathcal E_k\mathbf e_k
\left(a_ke^{i\mathbf k_k\cdot\mathbf R}-a_k^\dagger e^{-i\mathbf k_k\cdot\mathbf R}\right).
\label{eq:field}
\end{equation}

The amplitude $\mathcal E_k$ follows from the energy. In a state with $n_k$ photons in mode $k$, the products $a_ka_k$ and $a_k^\dagger a_k^\dagger$ have zero mean, and the contribution of the mode to the mean squared field is
\begin{equation}
\langle E^2\rangle=\mathcal E_k^2\langle a_ka_k^\dagger+a_k^\dagger a_k\rangle
=\mathcal E_k^2(2n_k+1).
\end{equation}
The electric energy is half of the total energy $\hbar\omega_k(n_k+\tfrac12)$ of a plane-wave mode, the other half being magnetic. Hence
\begin{equation}
\tfrac12\varepsilon_0V\mathcal E_k^2(2n_k+1)
=\tfrac14\hbar\omega_k(2n_k+1),
\end{equation}
which gives
\begin{equation}
\mathcal E_k^2=\frac{\hbar\omega_k}{2\varepsilon_0V}.
\label{eq:vac}
\end{equation}

\subsection{The second-order coupling}

Let $i$, $m$ and $F$ denote the initial, intermediate and final states of atom and field together, with total energies $\mathcal W_i$, $\mathcal W_m$ and $\mathcal W_F$. The interaction $-\mathbf d\cdot\mathbf E$ has matrix elements $V_{mi}$ and $V_{Fm}$. It changes one photon number by one unit, so it has no direct element between $i$ and $F$, which differ by two photons.

We multiply the interaction by a slowly varying factor $s(t)$ that rises from zero and later returns to zero. In the interaction picture, with $c_i\simeq1$, the intermediate amplitude obeys
\begin{equation}
i\hbar\dot c_m=V_{mi}\,s(t)\,e^{i\Omega_{mi}t},\qquad
\Omega_{mi}=\frac{\mathcal W_m-\mathcal W_i}{\hbar}.
\end{equation}
Integration by parts gives
\begin{equation}
c_m(t)=-\frac{V_{mi}}{\hbar\Omega_{mi}}
\left[s(t)e^{i\Omega_{mi}t}-\int_{-\infty}^{t}\dot s(t')e^{i\Omega_{mi}t'}dt'\right].
\end{equation}
If $s$ changes on a time scale $\tau$ with $|\Omega_{mi}|\tau\gg1$, the remaining integral is small and is dropped. The intermediate state then has a small amplitude that follows the field:
\begin{equation}
c_m(t)=\frac{V_{mi}}{\mathcal W_i-\mathcal W_m}\,s(t)e^{i\Omega_{mi}t}.
\label{eq:cm}
\end{equation}
This step requires that no intermediate state be resonant.

The final amplitude is driven through all intermediate states. Inserting \eqref{eq:cm} and using $\Omega_{Fm}+\Omega_{mi}=\Omega_{Fi}$, we find
\begin{equation}
i\hbar\dot c_F=\sum_mV_{Fm}c_m s\,e^{i\Omega_{Fm}t}
=V_{\rm eff}\,s^2(t)\,e^{i\Omega_{Fi}t},
\label{eq:cF}
\end{equation}
with the effective coupling
\begin{equation}
V_{\rm eff}=\sum_m\frac{V_{Fm}V_{mi}}{\mathcal W_i-\mathcal W_m}.
\label{eq:Veff}
\end{equation}
The square of $s$ appears because the field acts twice.

The amplitude \eqref{eq:cm} also acts back on the initial state and shifts its energy by
\begin{equation}
\delta\mathcal W_i=\sum_m\frac{|V_{mi}|^2}{\mathcal W_i-\mathcal W_m}.
\label{eq:shift}
\end{equation}
The final state is shifted in the same way. These light shifts are of the same order in the field as $V_{\rm eff}$. They move the line centre and may be neglected when they are small compared with the line width.

\subsection{From the coupling to a rate}

Let $\omega_\Sigma$ be the sum of the two absorbed photon frequencies, and let $\omega'$ be the transition frequency of one member of the ensemble. Then $\Omega_{Fi}=\omega'-\omega_\Sigma$. Integrating \eqref{eq:cF} and averaging the excitation probability over the line gives
\begin{equation}
P=\frac{|V_{\rm eff}|^2}{\hbar^2}\int d\omega'\,g(\omega')
\left|\int s^2(t)e^{i(\omega'-\omega_\Sigma)t}dt\right|^2 .
\end{equation}
For a long pulse the squared modulus is a narrow function of $\omega'$ centred at $\omega_\Sigma$. If $g$ hardly changes over that width, it can be taken outside the integral as $g(\omega_\Sigma)$. Parseval's theorem then gives
\begin{equation}
P=\frac{2\pi}{\hbar^2}|V_{\rm eff}|^2g(\omega_\Sigma)\int s^4(t)\,dt .
\end{equation}
The integrand is a rate. At full field, $s=1$, it is
\begin{equation}
W=\frac{2\pi}{\hbar^2}|V_{\rm eff}|^2g(\omega_\Sigma).
\label{eq:golden}
\end{equation}
This is the golden rule for a profile in angular frequency. Besides a pulse long compared with the inverse line width, it requires $c_i\simeq1$ for every member of the ensemble. By \eqref{eq:cF} a member at exact resonance reaches the probability $|V_{\rm eff}|^2T^2/\hbar^2$ after a time $T$, so we need $|V_{\rm eff}|T/\hbar\ll1$. The two conditions together imply a coupling $|V_{\rm eff}|/\hbar$ well below the line width. For longer pulses the resonant members undergo two-photon Rabi oscillations, and a constant rate no longer describes the ensemble. This limit belongs to a static spread of transition frequencies, as assumed here. If the same width comes from rapid dephasing of each atom, the Rabi oscillations are damped and the rate holds as long as $WT\ll1$.

\subsection{One photon from each of two beams}

The initial and final states are
\begin{equation}
|i\rangle=|g;n_1,n_2\rangle,\qquad |F\rangle=|f;n_1-1,n_2-1\rangle .
\end{equation}
Two actions of the interaction must lower both photon numbers by one, so both actions are absorptions. There are two families of intermediate states,
\begin{equation}
|j;n_1-1,n_2\rangle\quad\text{and}\quad |j;n_1,n_2-1\rangle .
\label{eq:families}
\end{equation}
They are different states, and \eqref{eq:Veff} sums over both.

For the first family the energy difference is
\begin{equation}
\mathcal W_i-\mathcal W_m=\hbar\omega_1-(E_j-E_g).
\end{equation}
With $a|n\rangle=\sqrt n\,|n-1\rangle$, equation \eqref{eq:field} gives the matrix elements
\begin{align}
V_{mi}&=-i\mathcal E_1\sqrt{n_1}\,e^{i\mathbf k_1\cdot\mathbf R}
\langle j|\mathbf d\cdot\mathbf e_1|g\rangle,\\
V_{Fm}&=-i\mathcal E_2\sqrt{n_2}\,e^{i\mathbf k_2\cdot\mathbf R}
\langle f|\mathbf d\cdot\mathbf e_2|j\rangle .
\end{align}
The two factors $-i$ multiply to $-1$. This sign reverses the denominator, and the first family contributes
\begin{equation}
\mathcal E_1\mathcal E_2\sqrt{n_1n_2}\,e^{i(\mathbf k_1+\mathbf k_2)\cdot\mathbf R}
\sum_j\frac{\langle f|\mathbf d\cdot\mathbf e_2|j\rangle\langle j|\mathbf d\cdot\mathbf e_1|g\rangle}{E_j-E_g-\hbar\omega_1}.
\end{equation}
The second family gives the same expression with the labels 1 and 2 exchanged. The prefactor is unchanged by the exchange, so the sum is
\begin{equation}
V_{\rm eff}^{(12)}=\mathcal E_1\mathcal E_2\sqrt{n_1n_2}\,
e^{i(\mathbf k_1+\mathbf k_2)\cdot\mathbf R}M(1,2).
\label{eq:V12}
\end{equation}
Both orderings lead to the same final state of atom and field. Their amplitudes are therefore added before the modulus is squared, and they can enhance or weaken one another.

\subsection{Both photons from one beam}

Now $|i\rangle=|g;n\rangle$ and $|F\rangle=|f;n-2\rangle$. For each atomic state $j$ there is one intermediate state, $|j;n-1\rangle$. The two absorptions contribute $\sqrt n$ and $\sqrt{n-1}$, and the signs work out as before:
\begin{equation}
V_{\rm eff}^{(11)}=\mathcal E^2\sqrt{n(n-1)}\,e^{2i\mathbf k\cdot\mathbf R}S(\omega)
=\mathcal E^2\sqrt{n(n-1)}\,e^{2i\mathbf k\cdot\mathbf R}\,\frac{M(1,1)}{2}.
\label{eq:V11}
\end{equation}
The photons in one mode carry no labels that could be interchanged to produce another intermediate state. Using $M(1,1)$ without the half would count each state $|j;n-1\rangle$ twice.

The photon number of a beam is usually not sharp. Equation \eqref{eq:V11} is the matrix element of an operator proportional to $a^2$. Summing the excitation probability over all final field states therefore replaces $n(n-1)$ by
\begin{equation}
\langle a^\dagger a^\dagger aa\rangle=\langle n(n-1)\rangle .
\end{equation}
For coherent light with mean $\bar n$ the photon numbers follow a Poisson distribution, and
\begin{equation}
\langle n(n-1)\rangle=e^{-\bar n}\sum_{n=2}^{\infty}\frac{\bar n^n}{(n-2)!}=\bar n^2.
\label{eq:coh}
\end{equation}
For one thermal mode the probabilities are $(1-q)q^n$ with $q=\bar n/(1+\bar n)$. Differentiating the geometric series twice gives $\sum n(n-1)q^n=2q^2/(1-q)^3$, so
\begin{equation}
\langle n(n-1)\rangle=\frac{2q^2}{(1-q)^2}=2\bar n^2.
\label{eq:thermal}
\end{equation}
This factor of two belongs to the light and is separate from the counting of orderings. For two statistically independent beams the corresponding average is $\langle n_1n_2\rangle=\bar n_1\bar n_2$, whatever the statistics of each.

\subsection{The rates in terms of intensity}

A travelling beam with $\bar n_k$ photons in the volume $V$ has intensity $I_k=c\hbar\omega_k\bar n_k/V$. With \eqref{eq:vac} this gives
\begin{equation}
\mathcal E_k^2\bar n_k=\frac{\hbar\omega_k\bar n_k}{2\varepsilon_0V}=\frac{I_k}{2\varepsilon_0c}.
\label{eq:intensity}
\end{equation}
The quantization volume has disappeared. Inserting \eqref{eq:V12} into \eqref{eq:golden} and using \eqref{eq:intensity} for each beam, we obtain
\begin{equation}
W_{12}=\frac{2\pi}{\hbar^2}\frac{I_1I_2}{4\varepsilon_0^2c^2}|M(1,2)|^2g(\omega_1+\omega_2)
=\frac{\pi I_1I_2}{2\hbar^2\varepsilon_0^2c^2}|M(1,2)|^2g(\omega_1+\omega_2).
\label{eq:W12}
\end{equation}
For one coherent beam, \eqref{eq:V11} and \eqref{eq:coh} give
\begin{equation}
W_{11}=\frac{2\pi}{\hbar^2}\frac{I^2}{4\varepsilon_0^2c^2}\frac{|M(1,1)|^2}{4}g(2\omega)
=\frac{\pi I^2}{8\hbar^2\varepsilon_0^2c^2}|M(1,1)|^2g(2\omega).
\label{eq:W11}
\end{equation}
These are the Goeppert-Mayer rates. The numerical prefactors differ by four because the half in \eqref{eq:V11} is squared.

\section{Counting beams and photons}

\subsection{Quantities carried over}

The state $g$ is excited to $f$, and $E_j$ are the atomic energies. Beam $k$ has frequency $\omega_k$, polarization $\mathbf e_k$ and intensity $I_k$. The amplitude $M(1,2)$ contains both absorption orders, while $S(\omega)$ contains one, and $M(1,1)=2S$. The line profile $g(\omega)$ is normalized in angular frequency. An effective coupling $V_{\rm eff}$ gives the rate $W=2\pi|V_{\rm eff}|^2g/\hbar^2$. The excitation rates per atom are \eqref{eq:W12} for one photon from each of two beams and \eqref{eq:W11} for two photons from one coherent beam. They hold for weak light, with no resonant intermediate state.

This part has derived the two-photon excitation rates for one photon from each of two beams and for both photons from one coherent beam, and has traced the factor of four between their prefactors to the counting of absorption orders. It remains to recover these factors from classical fields, to find what the factor of four compares, the total rate and the photon loss, and to work through an example.
